# Unit Barrier Slope Does Not Prove Schottky-Mott Alignment

**Q.** I have n-type contacts made with several metals on the same semiconductor. When the work function rises by 0.1 eV, the barrier rises by 0.1 eV. Schottky-Mott alignment predicts a slope of one, so I conclude that these contacts obey it. What could be wrong with that?

**A.** Write down the barrier before assuming anything about the interface. Put the metal's Fermi level at zero. Let $\Phi$ be the work function and $\chi$ the electron affinity of the semiconductor surface, measured before contact. The local vacuum level is $\Phi$ at the metal. Let it rise by $\Delta$ on the way to the semiconductor surface. The conduction-band edge there lies $\chi$ below the local vacuum level, so the barrier is

$$\phi_B=\Phi-\chi+\Delta .$$

Schottky-Mott alignment is the statement $\Delta=0$. The slope is

$$\frac{d\phi_B}{d\Phi}=1+\frac{d\Delta}{d\Phi}.$$

A slope of one therefore says that $\Delta$ does not change along the series. It does not say that $\Delta$ vanishes.

**Q.** That is a formal loophole. Can you build a contact in which $\Delta$ is a nonzero constant?

**A.** Put a thin insulating layer of thickness $\delta$ and permittivity $\epsilon_i$ between metal and semiconductor. Inside it place two charge sheets a distance $d$ apart, $+\sigma$ on the metal side and $-\sigma$ on the semiconductor side. I assume that the structure of the layer fixes $\sigma$ and $d$, whatever the metal.

In atomic units, with charge density $\rho$ counted in units of $+e$, the electrostatic potential $\varphi$ obeys $(\epsilon\varphi')'=-4\pi\rho$. An electron has energy $U=-\varphi$, so

$$(\epsilon U')'=4\pi\rho .$$

Consider the dipole's own field, which is zero outside the pair. Crossing the positive sheet raises $\epsilon_iU'$ from $0$ to $4\pi\sigma$; crossing the negative sheet returns it to zero. Between them $U'=4\pi\sigma/\epsilon_i$, and the total rise is

$$\Delta_0=\frac{4\pi\sigma d}{\epsilon_i}.$$

The sign makes sense: an electron that leaves the positive sheet for the negative one gains energy. Since $\Phi$ does not appear, $d\Delta_0/d\Phi=0$. If no other charge drops a voltage across the layer, every barrier moves by the same $\Delta_0$.

For numbers, take 1 nm of oxide on n-type silicon, with $\epsilon_i=3.9$, $\sigma=9\times10^{12}\ \mathrm{cm^{-2}}=0.09\ \mathrm{nm^{-2}}$ and $d=0.5$ nm. In eV and nm, $4\pi$ becomes $e^2/\varepsilon_0=18.095$ eV nm, where $\varepsilon_0$ is the vacuum permittivity. Then

$$\Delta_0=\frac{18.095\times0.09\times0.5}{3.9}=0.209\ \mathrm{eV},$$

or 0.00767 hartree.

**Q.** But the semiconductor is depleted, and its charge sends a field through your layer. Does that not spoil the equal shift?

**A.** Slightly, and the amount can be derived. Let $Q$ be the positive charge per area in the semiconductor. The field vanishes deep in the bulk. Integrating Poisson's equation from the layer, outside the neutral sheet pair, to the bulk gives $0-\epsilon_iU'=4\pi Q$. The energy therefore falls by $4\pi\delta Q/\epsilon_i$ across the layer:

$$\phi_B=\Phi-\chi+\Delta_0-\frac{4\pi\delta}{\epsilon_i}Q .$$

To find $Q$, let $y(x)$ be the height of the conduction-band edge above its bulk value $E_n$, measured from the Fermi level. With ionised donors of density $N$, Boltzmann electrons and no holes,

$$\epsilon_s y''=4\pi N\left(1-e^{-y/kT}\right).$$

Multiply by $y'$ and integrate from the bulk, where $y=y'=0$:

$$\frac{\epsilon_s}{2}y'^2=4\pi N\left[y-kT+kT\,e^{-y/kT}\right].$$

At the surface $y=\phi_B-E_n$. This is several $kT$ here, so the exponential can be dropped. With $v=\phi_B-E_n-kT$ we have $y'^2=8\pi Nv/\epsilon_s$, and Gauss's law gives

$$Q=\frac{\epsilon_s|y'|}{4\pi}=\sqrt{\frac{\epsilon_sN}{2\pi}}\,\sqrt v .$$

Insert this in the barrier equation and subtract $E_n+kT$ from both sides:

$$v+c\sqrt v=w,\qquad c=\frac{4\pi\delta}{\epsilon_i}\sqrt{\frac{\epsilon_sN}{2\pi}},$$

$$w=\Phi-\chi+\Delta_0-E_n-kT .$$

This is a quadratic in $\sqrt v$. Its positive root is $\sqrt v=-c/2+\sqrt{c^2/4+w}$. Differentiating $v+c\sqrt v=w$ gives $(1+c/2\sqrt v)\,dv=dw$, so

$$\frac{d\phi_B}{d\Phi}=\frac{1}{1+c/(2\sqrt v)} .$$

The slope is a little below one, and it tends to one as the layer becomes thin. Lower doping also brings it closer to one, as long as the surface stays depleted and holes remain negligible.

**Q.** Work one contact through.

**A.** Take $\chi=4.05$ eV, $\epsilon_s=11.7$, $N=10^{16}\ \mathrm{cm^{-3}}$ and $T=300$ K. Then $kT=0.02585$ eV. With an effective conduction-band density of states $N_c=2.8\times10^{19}\ \mathrm{cm^{-3}}$, $E_n=kT\ln(N_c/N)=0.2052$ eV. The layer constant is $c=0.01668\ \mathrm{eV^{1/2}}$. For $\Phi=4.70$ eV with the dipole,

$$w=4.70-4.05+0.2088-0.2052-0.0259=0.6277\ \mathrm{eV},$$

$$\sqrt v=-0.0083+0.7923=0.7840\ \mathrm{eV^{1/2}}.$$

So $v=0.6146$ eV and $\phi_B=0.6146+0.2311=0.846$ eV. The layer takes up $c\sqrt v=0.013$ eV.

I also solved the nonlinear Poisson equation numerically through the whole stack, with smeared dipole sheets, electrons, holes and donors. For all four metals, with and without the dipole, the barriers agree with the closed form to within 0.2 meV:

| $\Phi$ (eV) | no dipole (eV) | dipole (eV) | shift (eV) |
|---|---|---|---|
| 4.40 | 0.344 | 0.549 | 0.205 |
| 4.50 | 0.442 | 0.648 | 0.206 |
| 4.60 | 0.541 | 0.747 | 0.206 |
| 4.70 | 0.639 | 0.846 | 0.206 |

The fitted slopes are 0.983 without the dipole and 0.988 with it. The slope does not single out the Schottky-Mott series; here the series with the dipole is even slightly closer to one. The reason is in the formula: the dipole raises $v$, which reduces $c/(2\sqrt v)$.

The shifts are 2 to 4 meV below $\Delta_0$, because a higher barrier means more depletion charge and a larger drop in the layer. To check the limit, I thinned the layer to 0.05 nm while holding $\sigma d$ fixed. This is a mathematical limit, not a realistic oxide. The slope with the dipole became 0.9994 and the shifts 0.2086 to 0.2087 eV.

**Q.** Surely some other electrical measurement on the semiconductor would reveal the dipole. What about the p-type barrier?

**A.** On p-type material with the same interface alignment, the barrier is $E_g-\phi_B$, where $E_g$ is the gap. The two barriers then add up to $E_g$ for any $\Delta$, so their sum carries no information about it. In practice the depletion charge has the opposite sign on p-type material, so the alignments differ slightly. Each layer drop lowers its own barrier, and for equal doping the sum falls about 0.02 eV below $E_g$ here. That deficit hardly depends on the dipole.

There is a more general obstacle. The semiconductor's equations contain the band edge $E_C=U-\chi$, and its value at the surface is

$$E_C(\delta)=\Phi-(\chi-\Delta_0)-\frac{4\pi\delta}{\epsilon_i}Q .$$

The affinity and the dipole enter through $\chi-\Delta_0$ alone. A contact with affinity 4.05 eV and the dipole has the same band profile as one with affinity 3.841 eV and no dipole. In the numerical solutions the two profiles differ by at most $1.4\times10^{-7}$ eV, a numerical residue that comes mostly from cutting off the tails of the smeared sheets at the edges of the layer. Within this model, a measurement that responds only to the semiconductor's band profile cannot separate them. The potential inside the layer does differ, so tunnelling through it is not strictly identical.

**Q.** Then I could call 3.841 eV the affinity and say that Schottky-Mott holds after all.

**A.** Sometimes you could, and this is where the reference surface matters. Suppose the same dipole layer already sits on the free semiconductor. With flat bands, an electron going out through the layer descends by $\Delta_0$, so the vacuum level outside lies $\chi-\Delta_0$ above the band edge. An affinity measurement on that treated surface gives 3.841 eV. Schottky-Mott then holds for the treated surface and fails only if you insert the affinity of the bare one.

Now let the step be $\Delta_f$ on the free treated surface and $\Delta_c$ after contact. The treated affinity is $\chi_t=\chi-\Delta_f$. Neglecting the depletion drop,

$$\phi_B=\Phi-\chi+\Delta_c=\Phi-\chi_t+(\Delta_c-\Delta_f).$$

The real counterexample is a dipole that forms or changes on contact by the same amount for every metal. Interfacial bonds in equal numbers could do this, provided the dipole of each bond does not depend on the metal. The slope is still one, yet the alignment fails even with the affinity of the actual surface.

**Q.** So what should I measure?

**A.** Measure the intercept, and compare it with an independent affinity. If $\phi_B=\Phi-\chi+\Delta_0$, the line reaches zero at

$$\Phi_0=\chi-\Delta_0 .$$

The barriers should come from a method that does not add an offset of its own. Capacitance against reverse bias suits this model. A reverse bias $V$ lowers the bulk bands by $V$, which replaces $w$ by $w+V$. Write $s=\sqrt v$ and $\alpha=\sqrt{\epsilon_sN/2\pi}$, so that $Q=\alpha s$ and $s^2+cs=w+V$. Differentiation gives $(2s+c)\,ds=dV$, hence

$$C=\frac{dQ}{dV}=\frac{\alpha}{2s+c},$$

$$\frac1{C^2}=\frac{4(s^2+cs+c^2/4)}{\alpha^2}=\frac{4}{\alpha^2}\left(V+w+\frac{c^2}{4}\right).$$

The plot of $1/C^2$ is a straight line that vanishes at $V=-(w+c^2/4)$. Adding $E_n+kT$ to $w+c^2/4$ gives the reading

$$\phi_{CV}=\Phi-\chi+\Delta_0+\frac{c^2}{4}.$$

The depletion drop has gone, apart from $c^2/4=0.07$ meV. This needs a fixed dipole and no interface charge that follows the bias. A fixed net charge would be read as part of the dipole step: $10^{12}$ positive charges per $\mathrm{cm^2}$ at the semiconductor surface lower the reading by $18.095\times0.01/3.9=0.046$ eV for every metal, as long as holes are negligible.

Extracting $\phi_{CV}$ from numerical solutions at reverse biases from 0.5 to 2 V gives 0.350, 0.450, 0.550 and 0.650 eV without the dipole. The line has slope 1.000 and $\Phi_0=4.050$ eV, equal to the affinity. With the dipole the readings are 0.559, 0.659, 0.759 and 0.862 eV, with slope 1.009 and $\Phi_0=3.847$ eV. The affinity minus this intercept gives a dipole of 0.203 eV, against the true 0.209 eV.

**Q.** The last reading should have been 0.859 eV. Why is it 3 meV high?

**A.** Minority holes are the likely cause. At this barrier the valence-band edge is $1.12-0.8457=0.2743$ eV below the Fermi level at the surface. With an effective density of states of $3\times10^{19}\ \mathrm{cm^{-3}}$, the hole density is

$$p_s=3\times10^{19}\,e^{-0.2743/0.02585}\approx7\times10^{14}\ \mathrm{cm^{-3}}.$$

In the model the holes share the metal's Fermi level at every bias. Adding them to the integral for $y'^2$ adds $h=kT\,p_s/N$ to $v$ in the expression for $Q$, so $s^2+cs=w+V+h$. This $h$ is about 2 meV at zero bias and falls from 1.6 to 1.1 meV between 0.5 and 2 V, because the growing layer drop $cs$ lowers the barrier. That dependence, $dh=-(p_s/N)\,c\,ds$, changes the derivative to $(2s+c+c\,p_s/N)\,ds=dV$. The bracket in $1/C^2$ then gains $h+cs\,p_s/N$, and the second term is about 1.1 meV. The sum runs from 2.7 meV at 0.5 V to 2.3 meV at 2 V. Extrapolated to the intercept near $-0.63$ V it is 3.0 meV, which is the whole excess.

**Q.** I usually extract barriers from current-voltage curves. Is that equally good?

**A.** Not with this layer. Electrons that surmount the semiconductor barrier must still tunnel through the oxide. If the transmission is about $e^{-G}$, the current is proportional to $e^{-\phi_B/kT-G}$. An analysis that leaves out the tunnelling factor reports

$$\phi_{IV}\approx\phi_B+kT\,G,\qquad G=2\kappa\delta,\qquad \kappa=\sqrt{2mB},$$

where $m$ is the tunnelling mass and $B$ the oxide barrier seen by the electron. Since $B$ is measured from the semiconductor band edge at the interface, it hardly depends on the metal.

With $B=3.1$ eV and $m=0.4$ electron masses, integrating the one-dimensional WKB transmission over thermal energies gives an offset of 0.294 eV for each of the four metals without a dipole. This leaves out the prefactor of the transmission and the parallel momentum of the silicon valleys, which can add a few hundredths of an eV. Dividing by $kT$ gives $G\approx11.4$. The apparent barriers have slope 0.984 and $\Phi_0=3.751$ eV. Set against the affinity of 4.05 eV, they would suggest a dipole of 0.30 eV where there is none. So a slope near one with a displaced intercept does not prove a dipole either, unless the method of reading is understood. The formula also assumes that electron emission carries the current. For the highest barrier with the dipole, the tunnelling factor makes that current so small that recombination and hole injection can rival it.

**Q.** Suppose my fitted slope is one, but the points scatter. Is the dipole at least constant?

**A.** Not necessarily. A least-squares slope is the covariance of barrier and work function divided by the variance of the work function. Insert $\phi_B=\Phi-\chi+\Delta$:

$$S_{\rm fit}=\frac{\mathrm{Cov}(\phi_B,\Phi)}{\mathrm{Var}(\Phi)}=1+\frac{\mathrm{Cov}(\Delta,\Phi)}{\mathrm{Var}(\Phi)} .$$

Only the part of $\Delta$ correlated with $\Phi$ changes the slope. I gave the four contacts dipole steps of 0.251, 0.167, 0.167 and 0.251 eV, whose covariance with $\Phi$ is zero. The fitted slope was 0.988, the same to three digits as with equal dipoles. The scatter about the line must be examined as well.

**Q.** And if there are interface states? Would the constant dipole still shift every barrier by 0.2 eV?

**A.** No, because the states screen it. Put a constant density $D$ of states per area and energy at the semiconductor surface, neutral when the barrier equals $\phi_N$. A higher barrier lifts states above the Fermi level and empties them, which leaves a positive charge $D(\phi_B-\phi_N)$. Neglecting depletion charge,

$$\phi_B=\Phi-\chi+\Delta_0-a(\phi_B-\phi_N),\qquad a=\frac{4\pi\delta D}{\epsilon_i}.$$

Collect $\phi_B$, divide by $1+a$, and set $S=1/(1+a)$, so that $a/(1+a)=1-S$:

$$\phi_B=S(\Phi-\chi+\Delta_0)+(1-S)\phi_N .$$

The dipole now shifts each barrier by $S\Delta_0$. For $D=10^{14}\ \mathrm{cm^{-2}eV^{-1}}$, or $1\ \mathrm{nm^{-2}eV^{-1}}$, $a=18.095/3.9=4.64$ and $S=0.177$. The shift is 0.037 eV. With $\phi_N=0.75$ eV, the numerical barriers run from 0.677 to 0.730 eV without the dipole and from 0.714 to 0.767 eV with it.

The intercept is now ambiguous even if $\chi$ is known. The equation contains $\Delta_0+a\phi_N$, so raising $\phi_N$ by $\Delta_0/a=S\Delta_0/(1-S)=0.045$ eV imitates the dipole. The numerical barriers of the two cases agree to within 0.01 meV. A slope near one removes this particular ambiguity, because the weight $1-S$ of $\phi_N$ is then small.

**Q.** How close is your example to a real silicon contact?

**A.** The silicon and oxide parameters are rough typical values; the work functions are round numbers, not assigned to particular metals. A state density of $10^{11}\ \mathrm{cm^{-2}eV^{-1}}$ serves here as an example of a low one. With the dipole fixed and $\phi_N=0.75$ eV as before, it lowers the slope from 0.988 to 0.983 and changes no barrier by more than 1 meV. The value $10^{14}$ is deliberately high; an interface that bad would cut the dipole's shift from 0.21 to 0.04 eV. The assumption most exposed in a real device is that every metal leaves the same layer and dipole behind. A metal that reacts with the oxide can change both, and a change in the dipole step passes almost fully into the barrier when states are few. A change of 0.1 nm in oxide thickness alone would move the current reading by about 0.03 eV, since $G$ is proportional to $\delta$.

Several other neglected effects can be estimated, and these are smaller than the dipole. At zero bias, image-force lowering in the contacts with the dipole is 0.020 to 0.023 eV if an ideal metal is taken to lie directly against the silicon. A factor of two in the Richardson constant, about the ratio of the six-valley effective-mass value for n-type silicon to the free-electron value, changes a current-derived barrier by 0.018 eV. Between 300 and 400 K the silicon gap narrows by roughly 0.03 eV. The field-emission energy is 1 meV, well below $kT$, and the degeneracy correction is below 0.01 meV. The field between the dipole sheets is 4.2 MV/cm, against a rough oxide breakdown field of 10 MV/cm; in the silicon it reaches 0.044 MV/cm at zero bias and about 0.09 MV/cm at 2 V reverse bias, against roughly 0.3 MV/cm.

**Q.** Then what may I claim from my slope of one?

**A.** You may claim that no appreciable part of the interface step varies linearly with work function over your series. For barriers at zero bias, that speaks against strong pinning by interface states. A capacitance reading supports the same conclusion only if you know that no interface states fill from the semiconductor and follow the slow bias. If they do, but are too slow for the measuring signal, the band bending varies as $S(\Phi+V)$ plus a constant when the depletion drop is neglected. Its extrapolated zero then moves one for one with $\Phi$, even when $S$ is small and the barriers are pinned. The reading itself is displaced by about $a(\phi_N-E_n-kT)$, some 2.4 eV for $D=10^{14}$. The layer also takes the fraction $1-S$ of the bias. At that density 2 V adds about 16 MV/cm in the oxide, beyond breakdown, so such a contact could be measured only over a smaller range of bias. To claim Schottky-Mott alignment you must also show that $\Phi_0$ agrees with the affinity of the surface you actually contacted, and that the points lie on the line within their errors.

Two kinds of error limit that comparison. Independent errors in the points grow in the extrapolation to zero barrier: with exact work functions and an error of 0.01 eV in each barrier, the four contacts with the dipole fix $\Phi_0$ only to about 0.03 eV. Errors in absolute energies do not average out at all. An error in $\chi$ enters the inferred $\Delta_0$ one for one, and so does an error common to all the work functions. If $\chi$ is uncertain by 0.1 eV, half the dipole in this example could be hidden, however straight the line. The full set of values is in the numerical output.

## Computed results

```
temperature: 300 K
thermal energy kT: 0.02585 eV
bare affinity; gap (rough): 4.05 1.12 eV
permittivity semiconductor; layer (rough): 11.7 3.9 
donors; Nc; Nv: 1.0e+16 2.8e+19 3.0e+19 cm^-3
bulk E_C - E_F: 0.2052 eV
layer thickness; sheet separation: 1.00 0.50 nm
dipole sheet density: 9.00e+12 cm^-2
e^2/eps0: 18.095 eV nm
dipole step D0: 0.2088 eV
dipole step D0: 0.00767 hartree
affinity of treated free surface: 3.8412 eV
work functions: 4.40 4.50 4.60 4.70 eV
barriers, no dipole: 0.3444 0.4423 0.5407 0.6393 eV
barriers, dipole: 0.5494 0.6480 0.7468 0.8457 eV
barrier shifts: 0.2050 0.2057 0.2061 0.2063 eV
slope no dipole; dipole: 0.9833 0.9877 
zero-barrier work function, both: 4.050 3.844 eV
depletion drop in layer, dipole: 0.0094 0.0108 0.0120 0.0131 eV
depletion constant c: 0.01668 eV^0.5
thin layer used for limit: 0.05 nm
thin-layer slope with dipole: 0.99938 
thin-layer shifts: 0.2086 0.2086 0.2087 0.2087 eV
band-profile difference, two descriptions: 1.4e-07 eV
scattered dipole steps: 0.2505 0.1670 0.1670 0.2505 eV
slope with scattered dipoles: 0.9879 
C-V barriers, no dipole: 0.3500 0.4500 0.5500 0.6500 eV
C-V barriers, dipole: 0.5588 0.6588 0.7589 0.8618 eV
C-V slopes, both: 1.0000 1.0091 
C-V zero-barrier work function, both: 4.050 3.847 eV
layer tunnel barrier (rough): 3.1 eV
layer tunnel mass (rough): 0.4 m_e
I-V apparent barriers, no dipole: 0.6382 0.7362 0.8346 0.9333 eV
I-V offsets, no dipole: 0.2938 0.2939 0.2939 0.2940 eV
I-V offsets, dipole: 0.2889 0.2889 0.2889 0.2890 eV
I-V slope, no dipole: 0.9837 
I-V zero-barrier work function, no dipole: 3.751 eV
dense states: 1.0e+14 cm^-2 eV^-1
neutral barrier of states: 0.75 eV
pinning S formula; solver slope: 0.1773 0.1769 
pinned barriers, no dipole: 0.6771 0.6948 0.7125 0.7302 eV
pinned barriers, dipole: 0.7140 0.7317 0.7494 0.7671 eV
S*D0; imitating neutrality shift: 0.0370 0.0450 eV
weak states: 1.0e+11 cm^-2 eV^-1
slope with dipole and weak states: 0.9832 
largest barrier change, weak states: 0.91 meV
image lowering, ideal close metal: 0.0196 0.0210 0.0222 0.0232 eV
field-emission energy E00 (mass 0.26): 1.06 meV
degeneracy correction to E_F: 0.0033 meV
factor 2 in Richardson constant: 0.0179 eV
gap narrowing 300 to 400 K (rough): 0.028 eV
field between dipole sheets: 4.18 MV/cm
largest semiconductor field: 0.0437 MV/cm
rough breakdown: oxide; silicon: 10.0 0.3 MV/cm
```
